# Why titanium pseudopotentials need 3s and 3p in the valence

**Q:** I calculate titanium compounds to compare with my spectra. One pseudopotential treats four electrons of titanium explicitly, another twelve, because it adds 3s and 3p. Those levels are tens of eV down and take no part in bonding. Why should I pay for them?

**A:** Let us first fix what "down" means. I use a free, spherical titanium atom in the configuration $3d^24s^2$, in the local density approximation (LDA), without spin polarization or relativity. Its Kohn–Sham levels are

- 3s: $-61.4$ eV
- 3p: $-38.7$ eV
- 3d: $-4.63$ eV
- 4s: $-4.55$ eV

These are eigenvalues of a model, not measured binding energies, but they confirm your premise: 34 eV separates 3p from 3d.

Putting a level in the core, however, assumes more than that it stays occupied. The pseudopotential is made once, from one atomic configuration, and the core orbitals are then frozen in the shape they had there. The assumption is that this shape remains right when the valence electrons rearrange. Depth helps, but it does not settle the matter. We also have to know how strongly the rearrangement pushes on the core.

**Q:** What decides how strong that push is?

**A:** Where the moving charge sits relative to the core orbital. Write an orbital's radial part as $u_a(r)/r$, with $\int_0^\infty u_a^2\,dr=1$, so that $u_a^2$ is the charge per unit radius. The charge within radius $r$ is

$$q_a(r)=\int_0^r u_a^2(r')\,dr'.$$

In atomic units, the repulsion energy that another electron feels from this spherical charge is

$$v_a(r)=\frac{q_a(r)}{r}+\int_r^\infty\frac{u_a^2(r')}{r'}\,dr'.$$

The first term is the charge inside $r$, acting as if it were at the nucleus. The second comes from the shells outside, each of which gives a constant potential in its interior. Differentiate, using $q_a'=u_a^2$:

$$\frac{dv_a}{dr}=\frac{u_a^2}{r}-\frac{q_a}{r^2}-\frac{u_a^2}{r}=-\frac{q_a(r)}{r^2}.$$

The last $u_a^2/r$ carries a minus sign because $r$ is the lower limit of the integral. The two such terms cancel, and the slope depends on the enclosed charge alone.

Now remove the electron. The potential changes by $-v_a$, whose slope is $+q_a/r^2$. If the electron was entirely outside the core orbital, then $q_a=0$ there and the core sees a constant. If it was partly inside, the core sees a potential that varies across it and pulls it inward.

**Q:** So is 3d inside or outside the 3s and 3p shells?

**A:** It is in the same region. Lengths here are in bohr:

| orbital | mean radius | density peak |
|---|---|---|
| 2p | 0.29 | 0.22 |
| 3s | 1.02 | 0.88 |
| 3p | 1.09 | 0.90 |
| 3d | 1.60 | 0.97 |
| 4s | 3.51 | 2.90 |

The 3d density peaks within 0.1 bohr of the 3s and 3p peaks, although its energy is so different. To put one number on this, take the radial overlap

$$O_{ab}=\int_0^\infty |u_a u_b|\,dr ,$$

which is 1 for identical radial densities and 0 for separate ones. It is not the quantum-mechanical overlap integral, which vanishes between s, p and d orbitals by their angular parts. With 3d it gives 0.90 for 3p, 0.87 for 3s and 0.28 for 2p.

The slope formula needs the enclosed charge, so compare that too. A sphere of radius 1.685 bohr holds 90% of the 3p charge. It also holds 0.641 of each 3d electron, but only 0.047 of each 4s electron. At its surface, removing one electron therefore creates the slopes

$$\frac{0.641}{1.685^2}=0.226,\qquad \frac{0.047}{1.685^2}=0.017$$

in hartree per bohr, for 3d and 4s respectively. The two valence levels are almost degenerate, yet at this radius the slope caused by removing a 3d electron is about 14 times as large. The factor varies with radius.

**Q:** Could I see this in the core levels? If I ionize titanium, 3p should shift strongly, and that would show that it belongs to the valence.

**A:** The shift is large, but its size is not the evidence. Here are the changes of the self-consistent levels when one electron is removed:

| level | 4s removed | 3d removed |
|---|---|---|
| 2p | $-7.32$ eV | $-14.19$ eV |
| 3s | $-7.35$ eV | $-13.04$ eV |
| 3p | $-7.35$ eV | $-12.80$ eV |

On removal of 3d, the 2p level shifts more than 3p does, and 2p will turn out to be a perfectly good core level. On removal of 4s, all three move by over 7 eV, and that too will turn out to be harmless.

A better clue, though only a rough one, is whether the levels shift together. After 4s removal they agree within 0.03 eV, as they should if the core sees a nearly constant change. After 3d removal, 2p and 3p differ by 1.4 eV. The potential has changed its shape within the core, not merely its zero.

**Q:** Why is a uniform shift harmless, even one of 7 eV?

**A:** Because a constant changes an orbital's energy but not the orbital. Let $h_0$ be the Kohn–Sham Hamiltonian of the neutral atom, with $h_0|c\rangle=\varepsilon_c|c\rangle$ for a core orbital $c$. Ionize the atom, keep the core orbitals fixed and let the valence readjust. The Hamiltonian becomes $h=h_0+\delta V$, where $\delta V$ contains the missing electron, the response of the remaining valence electrons, and the change of the exchange-correlation potential.

Let $n$ be a state orthogonal to the core. The matrix element that could mix it into $c$ is

$$g_{nc}=\langle n|h|c\rangle=\varepsilon_c\langle n|c\rangle+\langle n|\delta V|c\rangle=\langle n|\delta V|c\rangle ,$$

since $\langle n|c\rangle=0$. For the same reason, a constant part of $\delta V$ drops out of $g_{nc}$. It survives in $\langle c|\delta V|c\rangle$, the level shift before the core relaxes.

The amount of variation can be made precise. Summing over a complete set of states gives

$$\sum_{n\neq c}|\langle n|\delta V|c\rangle|^2=\langle c|\delta V^2|c\rangle-\langle c|\delta V|c\rangle^2 ,$$

because the full sum, with $n=c$ included, is $\langle c|\delta V^2|c\rangle$. The right side is the variance of $\delta V$ over the orbital. Part of it leads to states that are already full, and mixing two full orbitals changes nothing. What remains I call the coupling $\tau_c$:

$$\tau_c^2=\sum_n\left(1-\frac{f_n}{f_{\max}}\right)|g_{nc}|^2 .$$

Here $n$ runs over states outside the core with the same angular momentum as $c$, $f_n$ is the number of electrons in shell $n$, and $f_{\max}$ is its capacity, 2 for s and 6 for p.

For 3p the coupling is 0.119 eV when 4s is removed and 1.95 eV when 3d is removed. For 3s the values are 0.081 and 1.40 eV. For 2p, even 3d removal gives only 0.168 eV.

**Q:** But 2 eV is still small compared with 40 eV. Shouldn't the depth protect the orbital after all?

**A:** It protects the orbital's shape quite well, but the energy at stake can still matter to you. Let us work out that energy.

Take $h$ as fixed for the moment, and choose the states $n$ so that $h$ is diagonal among them, with energies $\varepsilon_n$. From here on, $\varepsilon_c$ means $\langle c|h|c\rangle$, the core energy including its shift. Rotate $c$ and $n$ into each other by a small real amount $t$, keeping them orthonormal to second order:

$$c'=\left(1-\tfrac{t^2}{2}\right)c+t\,n,\qquad n'=\left(1-\tfrac{t^2}{2}\right)n-t\,c .$$

To second order in $t$, counting $g_{nc}$ as a small quantity as well, their energies are

$$\langle c'|h|c'\rangle=\varepsilon_c+2t\,g_{nc}+t^2(\varepsilon_n-\varepsilon_c),$$

$$\langle n'|h|n'\rangle=\varepsilon_n-2t\,g_{nc}-t^2(\varepsilon_n-\varepsilon_c).$$

Multiply by the occupations and add. The energy changes by

$$\Delta E(t)=(f_c-f_n)\left[2t\,g_{nc}+t^2(\varepsilon_n-\varepsilon_c)\right].$$

Setting the derivative to zero gives $t=-g_{nc}/(\varepsilon_n-\varepsilon_c)$. Inserting this, the bracket becomes $-2g_{nc}^2/(\varepsilon_n-\varepsilon_c)+g_{nc}^2/(\varepsilon_n-\varepsilon_c)$. The core thus lowers the energy by relaxing. With $h$ held fixed, a frozen core misses, to second order in the coupling,

$$E_2=\sum_{c,n}(f_c-f_n)\frac{|g_{nc}|^2}{\varepsilon_n-\varepsilon_c}.$$

Depth appears in the denominator. The numerator contains the square of the coupling, and all the electrons of the shell contribute.

**Q:** What does that give for titanium?

**A:** For removal of one 3d electron, the full sum is 0.398 eV, and 3s and 3p supply 99.9% of it. You can see how such an energy arises from the couplings. The 4s shell is full in this ion and drops out, so the squared couplings weighted by the electron numbers are

$$6\,(1.946)^2+2\,(1.403)^2=22.72+3.94=26.66\approx26.7\ \text{eV}^2 .$$

Dividing by 0.398 eV gives an effective excitation energy of 67 eV. The protection by depth is real: the mixing amplitude for 3p is only about $1.95/67\approx0.03$. But eight electrons, each slightly in the wrong orbital, add up to a few tenths of an eV.

This is an estimate of scale. It holds $h$ fixed while the core relaxes, so it leaves out the interaction among the relaxing electrons, and it stops at second order.

**Q:** Then what is the error when nothing is left out?

**A:** Within the LDA atom, we can calculate it directly. Solve the ion twice, once with all orbitals free and once with chosen core orbitals kept from the neutral atom. The frozen-core error is

$$\Delta E_{\rm fc}=E_{\rm frozen}-E_{\rm relaxed}\ge 0 .$$

The sign follows because both calculations minimize the same energy at the same occupations, but the frozen one may vary fewer orbitals. For the neutral atom the error is zero by construction, so $\Delta E_{\rm fc}$ is also the error of the energy difference from that atom.

I compare two cores. The argon core freezes everything through 3p and leaves four valence electrons. The neon core freezes 1s, 2s and 2p and leaves twelve. All values are in eV:

| final state | energy change | error, Ar core | error, Ne core |
|---|---|---|---|
| Ti$^+$ $3d^24s^1$ | 7.465 | 0.0014 | 0.00002 |
| Ti$^+$ $3d^14s^2$ | 10.189 | 0.296 | 0.0005 |
| Ti $3d^34s^1$ | 0.889 | 0.089 | 0.0003 |
| Ti$^{4+}$ $3d^04s^0$ | 92.278 | 3.575 | 0.0017 |

The second column is the fully relaxed result. With the argon core, removing a 3d electron would appear to cost $10.189+0.296=10.485$ eV.

The first two rows answer your question about depth. The same frozen 3s and 3p orbitals, at the same depth, give an error about 200 times larger when the departing electron is 3d instead of 4s. The 3p coupling rose by a factor of $1.946/0.119\approx16$, whose square is about 270. The error thus grows roughly as the square of the coupling, as the second-order formula suggests.

That formula gave 0.398 eV for 3d removal, against 0.296 eV here. It has the right size, but it should not replace the direct calculation.

**Q:** I rarely make free ions. Does any of this matter for a neutral solid?

**A:** Look at the third row. There the atom stays neutral and one electron moves from 4s to 3d, the kind of rearrangement that can occur when atoms bond. The argon core makes the promotion energy of 0.889 eV too large by 0.089 eV, which is 10%. An error in the balance between s and d occupation is hard to ignore if that balance is what you want to calculate.

For smaller changes, the error falls quickly. Let $x$ be the 3d charge removed and $t$ the core's response. Near the neutral atom, the part of the energy that depends on $t$ has the form

$$E(x,t)-E(x,0)=G\,x\,t+\tfrac12 K t^2,\qquad K>0 .$$

There is no term in $t$ alone, because at $x=0$ the core is already optimal. The minimum is at $t=-Gx/K$, and the energy missed by keeping $t=0$ is $G^2x^2/(2K)$. It is quadratic in $x$.

The calculation gives 1.63 meV for $x=0.1$ and 7.07 meV for $x=0.2$. Their ratio is 4.34, where a pure square would give 4, so a cubic term is already visible. If we write the error as $ax^2+bx^3$, the two values determine the coefficients:

$$a+0.1\,b=\frac{1.63}{0.01}=163,\qquad a+0.2\,b=\frac{7.07}{0.04}=177$$

in meV. Hence $b\approx140$ and $a\approx149$ meV. The square alone would give 0.15 eV at $x=1$, half of the direct 0.296 eV, so the quadratic law holds only for small $x$. Two points at small $x$ do not fix the higher terms, so the fit should not be trusted out to a whole electron.

Note that $x$ is measured from the configuration in which the core was frozen. If two structures sit at $x_1$ and $x_2$, the error in their energy difference is, to leading order, $a(x_2^2-x_1^2)=a(x_1+x_2)(x_2-x_1)$. This is linear in the change and grows with the distance from the reference: going from 0 to 0.1 costs 1.63 meV, but going from 0.1 to 0.2 costs $7.07-1.63=5.44$ meV. So if the 3d charge on titanium stays near the reference and hardly changes between the structures you compare, the four-electron potential may serve. If one structure is near the reference and the other has lost several tenths of a 3d electron, the free-atom numbers suggest errors of tens of meV per atom from this source, and more for the same change if both lie further along in the same direction. These numbers keep both 4s electrons; if 4s charge is lost as well, the error grows.

**Q:** Couldn't a better four-electron pseudopotential repair this? Mine is norm-conserving and has a nonlinear core correction.

**A:** Those features address other problems. Norm conservation makes the pseudo-orbital carry the right charge inside the cutoff radius. This makes the scattering by the given ionic potential correct not only at the reference energy but also to first order around it. The trouble here is that the ionic potential itself should change, because the core that produces it should change.

The nonlinear core correction restores a core density, or a smooth model of it, in the exchange-correlation energy, which is not additive in core and valence densities. That density is still fixed. My frozen-core calculations already keep the full core density there, and they use true orbitals with no pseudization at all. The errors in the table are what remains after a perfect core correction. An actual pseudopotential adds its own errors, which I have not calculated.

The direct cure is to let 3s and 3p respond. For 3d removal this reduces the error from 0.296 eV to 0.0005 eV. The 2p shell can stay frozen. Little 3d charge lies inside it and the shell is narrow, so the change of the potential varies little across it and its coupling is small, 0.168 eV. It also lies far deeper, at $-443$ eV, which makes the denominator in $E_2$ large.

**Q:** Could I keep 3p and still freeze 3s, to save two electrons?

**A:** You would remove most of the error, but not all. In the sum of weighted squared couplings, 3s contributed 3.9 of 26.7 eV$^2$, or 15%. Its share of the error is smaller still. With 3s frozen and 3p free, removing a 3d electron leaves an error of about 0.02 eV, against 0.296 eV for the full argon core. For Ti$^{4+}$, however, about 0.4 eV remains. The numerical check does not print this case, but its solver accepts this core as the counts (3, 1, 0). Since 3s occupies nearly the same region as 3p, there is no radial gap at which to divide them. The clear gap lies below, between mean radii of 0.29 bohr for 2p and 1.02 bohr for 3s.

The price of including both is twelve electrons instead of four, in orbitals more compact than 3d. A plane-wave basis must resolve them.

**Q:** Is this special to the early 3d metals? Is the overlap between 3p and 3d larger there?

**A:** Not in the comparison I can offer. At the other end of the row, zinc has a 3p–3d radial overlap of 0.94, slightly more than titanium's 0.90. Both shells have contracted: the mean radii in zinc are 0.72 bohr for 3p and 0.91 bohr for 3d. The zinc 3p level is deeper, at $-82$ eV.

Removing one 3d electron from zinc with an argon core gives an error of 0.119 eV. That is 40% of the titanium value, but hardly negligible. Overlap alone therefore does not single out the early metals.

The larger difference lies in what chemistry asks of the 3d shell. Titanium can formally give up all four valence electrons, which empties 3d. Zinc usually gives up its two 4s electrons and keeps $3d^{10}$. For these ions, the argon-core errors are

$$\text{Ti}^{4+}:\ 3.58\ \text{eV},\qquad \text{Zn}^{2+}:\ 0.006\ \text{eV}.$$

In this comparison, titanium needs its semicore electrons because compact 3d charge overlaps 3s and 3p **and** because its amount can change greatly between compounds.

**Q:** So should I expect an error of 3.6 eV per titanium atom in an oxide?

**A:** No. Ti$^{4+}$ is a formal charge. In an oxide, covalent bonds leave some d charge on the metal, and a free ion lacks the neighbours' potential. The 3.58 eV is a severe test of the frozen core, not a forecast for a solid. Part of any such error also cancels when you compare two compounds with similar 3d charge.

Two elements do not establish a trend across the whole row either. Late metals with open 3d shells can also change their d occupation, and the zinc value for 3d removal warns against assuming that their 3s and 3p are inert.

For your own compounds, the decisive check is to calculate the quantity you measure with both potentials. If the results differ by more than you can tolerate, use the twelve-electron one. Apart from the case with 3s frozen and 3p free, the atomic calculations behind my numbers are in the numerical check that accompanies this exchange, together with an independent Gaussian-basis check of Ti$^{4+}$.

## Calculated quantities

```
Spherical nonrelativistic spin-unpolarized LDA (Slater + VWN)
Ti 3d2 4s2: level (eV), mean radius (bohr), density peak (bohr)
  2p:   -443.15   0.291   0.221
  3s:    -61.44   1.016   0.876
  3p:    -38.72   1.090   0.902
  3d:     -4.63   1.595   0.973
  4s:     -4.55   3.508   2.902
Ti radial overlap with 3d (dimensionless):
  2p 0.280, 3s 0.867, 3p 0.903, 4s 0.661
Radius holding 90% of 3p charge: 1.685 bohr
Charge inside it: one 3d 0.641 e, one 4s 0.047 e
Remove one 4s: static shift, relaxed shift, coupling (eV)
  2p:   -7.334   -7.321   0.0479
  3s:   -7.363   -7.347   0.0806
  3p:   -7.361   -7.345   0.1191
Remove one 3d: static shift, relaxed shift, coupling (eV)
  2p:  -16.619  -14.187   0.1682
  3s:  -14.013  -13.039   1.4028
  3p:  -13.688  -12.803   1.9461
Energy change from neutral Ti, error [Ar] core, error [Ne] core (eV)
  Ti+ 3d2 4s1       7.465    0.00142   0.000015
  Ti+ 3d1 4s2      10.189    0.29584   0.000488
  Ti4+ 3d0 4s0     92.278    3.57546   0.001668
  Ti 3d3 4s1        0.889    0.08851   0.000286
Second-order estimate, one 3d removed: 0.39809 eV
Share of 3s and 3p in that estimate: 99.91 %
[Ar] error, 0.1 of a 3d electron removed: 1.6298 meV
[Ar] error, 0.2 of a 3d electron removed: 7.0746 meV
Ratio of these errors: 4.341
Zn 3p level: -82.24 eV
Zn mean radii: 3p 0.719, 3d 0.905 bohr
Zn radial overlap 3p-3d: 0.935
Zn+ 3d9 4s2, error [Ar] core: 0.11876 eV
Zn2+ 3d10 4s0, error [Ar] core: 0.00564 eV
Check, Ti4+ total energy: radial -843.8861, Gaussian -843.8843 hartree
Check, 3d level -4.626 eV, energy slope -4.611 eV
```
